# Stretched-exponential defect annealing by dispersive hydrogen in amorphous silicon

## When the annealing exponent may be set to $T/T_0$

A calculation of defect annealing by hydrogen in a disordered solid, such as amorphous silicon, may have to extrapolate from hours to years. One may insert a stretched exponential with exponent $T/T_0$, where $kT_0$ is the width of the hydrogen trap distribution, or one may integrate the trap occupations in time. The first choice costs nothing, but it is justified only if several conditions hold together. A power-law diffusion coefficient alone does not supply them.

Seconds, centimetres, kelvins and electronvolts are used, because atomic units are unnatural for a process lasting hours.

### Rate law for a fixed defect

Let $N_d(t)$ be the density of immobile defects. Each is annealed irreversibly by the first hydrogen atom to reach it. The hydrogen density is $n_H\gg N_d$, so annealing hardly changes it. At time $t$ a fraction $f(t)$ of the hydrogen is mobile, with diffusion coefficient $D_m$; the rest sits in traps. Only the mobile part contributes to the mean square displacement, so the diffusion coefficient averaged over all hydrogen is

$$D(t)=D_m f(t).\tag{1}$$

Treat a defect as an absorbing sphere of radius $R$. If the mobile density far away is $n_Hf$, the steady spherical solution that vanishes at $R$ is $n_Hf(1-R/r)$. Its gradient at the surface is $n_Hf/R$. Multiplying by $D_m$ and the area $4\pi R^2$ gives the arrival rate $\sigma_d n_H f$, with $\sigma_d=4\pi RD_m$. Hence

$$\frac{dN_d}{dt}=-4\pi R\,n_H D(t)\,N_d .\tag{2}$$

Define $h(t)=-\ln[N_d(t)/N_d(0)]$. For independent hydrogen atoms placed at random, $h$ is the mean number of arrivals at a defect site, and $e^{-h}$ is the Poisson probability that none has arrived.

Suppose now that $D(t)=D_{00}(\omega t)^{-\alpha}$ with $0<\alpha<1$. Integrating (2) from zero gives

$$h(t)=4\pi Rn_HD_{00}\,\omega^{-\alpha}\,\frac{t^{1-\alpha}}{1-\alpha}
\equiv\left(\frac{t}{\tau}\right)^{1-\alpha}.\tag{3}$$

This is a stretched exponential of exponent $1-\alpha$. Nothing in it mentions $T_0$; relating $\alpha$ to temperature requires a model of the traps.

### The diffusion coefficient from multiple trapping

Let there be $N_t$ traps per volume, each holding one atom. Their depths start at an onset $E_1$, and the additional depth $E\ge0$ has the normalized distribution

$$g(E)=\frac{e^{-E/kT_0}}{kT_0}.\tag{4}$$

A trapped atom is released at the rate $r(E)=\nu e^{-E/kT}$, where $\nu=\nu_0e^{-E_1/kT}$. A mobile atom is captured at the total rate $\omega_c=\sigma_tN_t$. While nearly all traps of every depth are empty, the mobile fraction and the trapped fraction $p(E,t)$ per unit energy obey

$$\dot f=-\omega_c f+\int_0^\infty r\,p\,dE,\qquad
\dot p=\omega_c g f-rp .\tag{5}$$

All hydrogen starts mobile: $f(0)=1$, $p(E,0)=0$. With a hat for the Laplace transform, the second equation gives $\hat p=\omega_cg\hat f/(s+r)$. Inserting this in the first,

$$s\hat f-1=-\omega_c\hat f\int_0^\infty g\left[1-\frac{r}{s+r}\right]dE
=-\omega_c\hat f\,s\int_0^\infty\frac{g\,dE}{s+r},$$

where $\int g\,dE=1$ was used. Therefore

$$\hat f=\frac{1}{s\Phi(s)},\qquad \Phi=1+\omega_cI(s),\qquad
I(s)=\int_0^\infty\frac{g(E)\,dE}{s+r(E)}.\tag{6}$$

Set $\beta=T/T_0$ and $x=e^{-E/kT}$. Then $dE=-kT\,dx/x$ and $e^{-E/kT_0}=x^\beta$, so $g\,dE$ becomes $\beta x^{\beta-1}dx$ on $0<x<1$. A second substitution, $y=\nu x/s$, gives

$$I(s)=\int_0^1\frac{\beta x^{\beta-1}}{s+\nu x}dx
=\frac{\beta}{s}\left(\frac{s}{\nu}\right)^{\beta}\int_0^{\nu/s}\frac{y^{\beta-1}}{1+y}\,dy .\tag{7}$$

For $0<\beta<1$ and $(s/\nu)^{1-\beta}\ll1$ the upper limit may be moved to infinity, where the integral is $\pi/\sin\pi\beta$. The omitted tail is approximately $\int_{\nu/s}^\infty y^{\beta-2}dy=(s/\nu)^{1-\beta}/(1-\beta)$. The 1 in $\Phi$ is also negligible when $\omega_c\gg\nu$. Thus

$$s\Phi\simeq A s^\beta,\qquad
A=\frac{\pi\beta}{\sin\pi\beta}\,\frac{\omega_c}{\nu^\beta}.\tag{8}$$

Since $s^{-\beta}$ is the transform of $t^{\beta-1}/\Gamma(\beta)$, (1), (6) and (8) yield

$$D(t)=D_m\frac{\nu}{\omega_c}\,
\frac{\sin\pi\beta}{\pi\beta\,\Gamma(\beta)}\,(\nu t)^{\beta-1}.\tag{9}$$

So $\alpha=1-T/T_0$ in this model, and the exponent in (3) is $T/T_0$. By time $t$, traps shallower than the demarcation depth $E_d=kT\ln\nu t$ have had time to release their atoms, while deeper ones have not. As $E_d$ grows, hydrogen collects in ever deeper traps and the mobile fraction falls.

### Relaxation time and its activation energy

Define the capture ratio $q=\sigma_d/\sigma_t$ and $\Lambda=\sigma_dn_H/\omega_c=qn_H/N_t$. Integrating (2) with (9), and using $\beta\Gamma(\beta)=\Gamma(1+\beta)$,

$$h(t)=\Lambda\,\frac{\sin\pi\beta}{\pi\beta\,\Gamma(1+\beta)}(\nu t)^\beta
=\left(\frac t\tau\right)^\beta,\tag{10}$$

$$(\nu\tau)^\beta=\frac K\Lambda,\qquad
K=\frac{\pi\beta\,\Gamma(1+\beta)}{\sin\pi\beta}.\tag{11}$$

At fixed $q$ and $\nu$, the mobile diffusion coefficient has cancelled: faster motion raises the capture rates of defects and of traps by the same factor. In a real material, however, detailed balance links release to capture. If $D_m$ changes while the trap energies do not, $\nu$ changes in proportion, and $\tau$ changes with it.

To find the apparent activation energy, write $u=1/kT$, so that $1/\beta=kT_0u$ and

$$\ln\tau=-\ln\nu_0+E_1u+kT_0u\,\ln(K/\Lambda).$$

Take $\nu_0$ and $\Lambda$ independent of temperature. Since $d\beta/du=-\beta/u$, the derivative of $\ln K$ contributes $kT_0u(-1/u)\,d\ln K/d\ln\beta$, and

$$E_\tau=\frac{d\ln\tau}{du}=E_1+kT_0\left[\ln\frac K\Lambda-\frac{d\ln K}{d\ln\beta}\right],\tag{12}$$

$$\frac{d\ln K}{d\ln\beta}=1+\beta\psi(1+\beta)-\pi\beta\cot\pi\beta,\tag{13}$$

with $\psi$ the digamma function. Thus $E_\tau$ is not set by the trap depths alone: it also depends on the hydrogen density through $\Lambda$.

### Worked example

Round model parameters are taken for very dilute hydrogen in an amorphous silicon network; they are not measured data. Hydrogenated amorphous silicon typically contains about 10 at.% hydrogen, or several $10^{21}\ \mathrm{cm^{-3}}$. If all of it took part, the traps would not stay mostly empty, so the example does not describe that material. Let $T=360$ K, $T_0=600$ K, $E_1=0.80$ eV, $\nu_0=10^{13}\ \mathrm{s^{-1}}$, $N_t=10^{22}$, $n_H=10^{17}$ and $N_d(0)=10^{15}\ \mathrm{cm^{-3}}$, with $q=20$. Then $\beta=0.600$, $\nu=63.2\ \mathrm{s^{-1}}$ and

$$\Lambda=20\times\frac{10^{17}}{10^{22}}=2.00\times10^{-4}.$$

With $K=1.771$, equation (11) gives

$$\nu\tau=\left(\frac{1.771}{2.00\times10^{-4}}\right)^{1/0.6}=3.79\times10^6,
\qquad \tau=6.00\times10^4\ \mathrm s=16.7\ \mathrm h .$$

The activation energy follows from $kT_0=0.0517$ eV and $d\ln K/d\ln\beta=1.688$:

$$E_\tau=0.80+0.0517\,(9.089-1.688)=1.183\ \mathrm{eV}.$$

Direct time integration of a discrete ladder of traps at neighbouring temperatures gives 1.184 eV.

For $R=5\times10^{-8}$ cm and $D_m=10^{-3}\ \mathrm{cm^2\,s^{-1}}$, (9) gives $D(\tau)=1.59\times10^{-16}\ \mathrm{cm^2\,s^{-1}}$, as does the ladder to these digits. The value can be checked by hand. At $t=\tau$ the slope of (10) is $\dot h=\beta/\tau$, so (2) requires $4\pi Rn_HD(\tau)\tau=\beta$. The left side is $6.28\times10^{10}\times1.59\times10^{-16}\times6.00\times10^4=0.60$.

The chosen $D_m$ corresponds to hops over a bond length at about $10^{13}\ \mathrm{s^{-1}}$, with no migration barrier. A barrier would make $D_m$ much smaller, and the release energy $E_1$ would have to include it. At given $q$, $R$ and $\nu$, $D(\tau)$ does not depend on $D_m$, because $\omega_c$ is proportional to it, provided that $\omega_c\gg\nu$ still holds.

An ideal ladder with the same $\Lambda$, but with $q=1000$ and no loss of hydrogen, leaves fractions 0.777, 0.368 and 0.0187 of the defects at $0.1\tau$, $\tau$ and $10\tau$. The law gives 0.778, 0.368 and 0.0187. The last digit of the ladder values is not converged: inverting (6) for a continuous distribution gives 0.777, 0.367 and 0.0186, slightly below the law, as (14) below predicts.

### How close to $T_0$ the law can be used

The tail omitted from (7) lowers $I$ by the relative amount $c(s/\nu)^{1-\beta}$, with $c=\sin(\pi\beta)/[\pi(1-\beta)]$. It therefore raises $\hat f$ by the same relative amount at leading order. The transform of $h$ is proportional to $\hat f/s$, so its leading term $s^{-1-\beta}$ gains a correction proportional to $s^{-2\beta}$. Inverting both powers,

$$h=\left(\frac t\tau\right)^\beta\left[1+C(\nu t)^{-(1-\beta)}\right],\qquad
C=c\,\frac{\Gamma(1+\beta)}{\Gamma(2\beta)} .\tag{14}$$

The local exponent $b=d\ln h/d\ln t$ is then approximately

$$b\simeq\beta-(1-\beta)\,C\,(\nu t)^{-(1-\beta)} .\tag{15}$$

At 360 K, $C=0.74$ and $(\nu\tau)^{-0.4}=0.0023$, so $b=0.5993$; the ideal ladder gives 0.5994 at $h=1$. At 300 K it gives 0.5001, against $T/T_0=0.5$. In both cases the discrete ladder lies about $10^{-4}$ too high: inverting (6) for a continuous distribution gives 0.5993 and 0.49996, just below $\beta$ as (15) requires. At 480 K the ladder gives 0.782, against 0.8. The last deviation has the sign of (15). It is larger because the correction decays as slowly as $(\nu t)^{-0.2}$. The condition on time is therefore $(\nu t)^{1-\beta}\gg1$, which is stronger than $\nu t\gg1$.

For $T>T_0$ the integral $I(0)=\int_0^1\beta x^{\beta-2}dx/\nu=\beta/[(\beta-1)\nu]$ converges. The mobile fraction then tends to the constant $1/[1+\omega_cI(0)]$, and (2) then gives a simple exponential, not an exponent above one. The ladder at $T/T_0=1.5$ has $b=0.993$ at $h=1$. Just above $T_0$ the constant is approached slowly: at $T/T_0=1.1$ and the same $\Lambda$, $b$ is still 0.94 at $h=1$.

A greatest trap depth has the same effect, because $I(0)$ is again finite. In the example $E_d(\tau)=0.0310\ln(3.79\times10^6)=0.47$ eV, or about $9kT_0$. If the distribution is cut at $5kT_0$, all traps have released atoms well before the defects anneal, and $b=0.994$. It is not enough for the traps to reach $E_d$, because much of the hydrogen sits deeper than that. In the example, a cut at $E_d(\tau)$ gives $b=0.77$ at $h=1$, and a cut $3kT_0$ deeper gives 0.61. The exponential distribution must therefore extend several $kT_0$ beyond $E_d$ throughout the observed interval.

### Traps must remain mostly empty

Equation (5) ignores trap filling. Consider a trap so deep that it does not release its atom in the time of interest. While empty, it captures hydrogen at the rate $\sigma_tn_Hf$, which is $1/q$ times the rate for a defect. Its probability of being filled is therefore

$$P_{\rm fill}=1-e^{-h/q}.\tag{16}$$

If $q=1$, such a trap is as good a target as a defect. At $h=1$ it is filled with probability 0.632, so the assumption behind (9) fails during the very relaxation it is meant to describe. For $q=20$ the probability is 0.049.

Counting traps gives a similar condition when $T$ is not close to $T_0$. The density of traps deeper than $E_d$ is $N_t(\nu t)^{-\beta}$. At $t=\tau$, (11) turns this into $N_t\Lambda/K=qn_H/K$. There are thus $q/K$ deep traps per hydrogen atom: 11 in the example, but only 0.56 for $q=1$ at the same $\Lambda$.

Filled traps cannot capture, so the mobile fraction falls more slowly and the local exponent rises. With $q=1$ the ladder gives $b=0.714$ at $h=1$ and 0.842 at $h=3$. Once the occupations have become steady, $f$ is constant and the decay is simply exponential. For the example, with both filling and hydrogen loss included, $b=0.604$ at $h=1$. At $10\tau$ the remaining fraction is 0.0162, which is 13% below the law's 0.0187.

The requirement $q\gg1$ is severe. If traps and defects both captured every arriving atom, $q$ would be the ratio of their radii. In the example this would give a trap radius of $2.5\times10^{-9}$ cm, far below a bond length. The chosen $q$ must instead mean that most encounters with a trap do not lead to capture. By detailed balance such a reduction also lowers the release prefactor. The values chosen imply a density of mobile sites $\nu_0/\sigma_t\approx3\times10^{23}\ \mathrm{cm^{-3}}$, about six times the atom density of silicon. Unless release gains entropy, $\nu_0$ should be smaller, which lengthens $\tau$ in proportion and leaves $\nu\tau$ and the exponents unchanged. Equation (12) further assumes that the reduction in capture does not depend on temperature. An energy barrier to trap entry would make $\Lambda$ vary with temperature and would change $E_\tau$.

### Hydrogen must outnumber the defects

In the opposite case, $N_d\gg n_H$, the hydrogen is used up while $N_d$ stays nearly constant. Mobile hydrogen is then lost at the constant rate $k_d=\sigma_dN_d$. Adding $-k_df$ to the first equation of (5) changes (6) to $\hat f=1/(k_d+s\Phi)$. The surviving hydrogen fraction $P$ obeys $\dot P=-k_df$ with $P(0)=1$, so

$$\hat P=\frac1s\left[1-\frac{k_d}{k_d+s\Phi}\right]
=\frac{\Phi}{k_d+s\Phi}
\simeq\frac{s^{\beta-1}}{s^\beta+k_d/A}.\tag{17}$$

Expanding in powers of $k_d/(As^\beta)$ and inverting each term gives the Mittag-Leffler function

$$P(t)=E_\beta(-z)=\sum_{n=0}^\infty\frac{(-z)^n}{\Gamma(1+\beta n)},
\qquad z=\frac{k_d}{A}t^\beta .\tag{18}$$

Its first two terms agree with $\exp[-(t/\tau_H)^\beta]$ if $z=\Gamma(1+\beta)(t/\tau_H)^\beta$. At late times the small-$s$ form $\hat P\simeq(A/k_d)s^{\beta-1}$ gives instead

$$P(t)\simeq\frac{1}{z\,\Gamma(1-\beta)}\propto t^{-\beta}.\tag{19}$$

With the same $\beta$, the ladder gives $P=0.896$ at $t=0.026\tau_H$, where the stretched exponential gives 0.894. At $56\tau_H$ the ladder gives 0.0467, the Mittag-Leffler function 0.0466 and the stretched exponential $1.4\times10^{-5}$.

The reason is selection. Atoms that stay mobile are lost first, so the survivors sit in deeper traps than the average over all the initial hydrogen. The diffusion coefficient (9), which is averaged over all the initial hydrogen, may be used for a fixed defect visited by plentiful hydrogen, but not for the survival of the hydrogen itself.

### Defects and trapping must share a starting time

Suppose the hydrogen began to fall into traps a time $t_a$ before the defects were created, and that creating them did not disturb it. With $t$ measured from their creation, the arrivals are those between $t_a$ and $t_a+t$:

$$h(t)=\frac{(t+t_a)^\beta-t_a^\beta}{\tau^\beta}
\simeq\frac{\beta\,t_a^{\beta-1}}{\tau^\beta}\,t
\qquad(t\ll t_a).\tag{20}$$

The decay starts as a simple exponential, because $D$ hardly changes during a time short compared with $t_a$. The local exponent approaches $\beta$ only slowly, when $(t/t_a)^\beta\gg1$. For $\beta=0.6$, (20) still gives 0.715 at $t=10t_a$ and 0.634 at $t=100t_a$. For $t_a=\tau$ the ladder gives a mean exponent of 0.986 between $0.05\tau$ and $0.10\tau$. A sample stored at the annealing temperature before its defects are made need not show $T/T_0$ at early times, even though its traps are exponentially distributed.

### Depletion near a defect

Equation (2) used the steady density profile. Let $\hat n(r)$ be the transformed mobile density around one defect. The trapping balance (6), with diffusion added, reads

$$s\Phi\,\hat n-n_H=D_m\nabla^2\hat n .\tag{21}$$

Far away $\hat n_\infty=n_H/(s\Phi)$. The function $w=r(\hat n_\infty-\hat n)$ satisfies $w''=\kappa^2w$ with $\kappa^2=s\Phi/D_m$. Absorption at $R$ requires $w(R)=R\hat n_\infty$, and $w$ must decay outwards, so

$$\hat n=\hat n_\infty\left[1-\frac Rr e^{-\kappa(r-R)}\right],\qquad
4\pi R^2D_m\hat n'(R)=4\pi RD_m\hat n_\infty(1+\kappa R).\tag{22}$$

The additional flux is $4\pi R^2n_H\sqrt{D_m/(s\Phi)}$. Using (8), dividing by $s$ to integrate over time, and inverting gives

$$\Delta h=4\pi R^2n_H\sqrt{\frac{D_m}{A}}\,\frac{t^{\beta/2}}{\Gamma(1+\beta/2)} .$$

The steady part is $4\pi Rn_H(D_m/A)t^\beta/\Gamma(1+\beta)=(t/\tau)^\beta$, which fixes $D_m/A$. Eliminating it,

$$\Delta h=\varepsilon\left(\frac t\tau\right)^{\beta/2},\qquad
\varepsilon=\frac{\sqrt{4\pi R^3n_H\Gamma(1+\beta)}}{\Gamma(1+\beta/2)} .\tag{23}$$

Hydrogen initially close to the defect arrives before the steady profile is established, which is why the sign is positive. In the example $\varepsilon=0.0132$, so $h(\tau)$ increases by 1.3%. A numerical solution of the radial equation gives the same value. Both average over the trap positions, although the mean trap spacing, $N_t^{-1/3}=4.6\times10^{-8}$ cm, is close to $R$. For an individual defect the correction is therefore only an estimate. The ladder results above omit this term. Including it, without filling or hydrogen loss, lowers the local exponent at $h=1$ from 0.599 to 0.595, a shift several times larger than the correction in (15). Its relative weight grows at early times: it adds 2.6% to $h$ at $0.1\tau$ and 5% at $0.01\tau$. For $4\pi R^3n_H$ of order one it is no longer small, and a single exponent $\beta$ does not describe the decay.

### What a measured exponent shows

Within this model, $T/T_0$ is the exponent when $T$ lies far enough below $T_0$ for the correction in (15) to be small, the traps extend several $kT_0$ past $E_d$ and stay mostly empty, hydrogen is dilute but outnumbers the defects, and both clocks start together. The reverse reaction must also be negligible; otherwise $N_d$ tends to a nonzero value and (2) is incomplete.

One stretched exponential at one temperature cannot establish this, since any exponent $b<1$ can be assigned a width $T_0=T/b$. The relation is tested by annealing at several temperatures: $b$ must be proportional to $T$, with a slope $1/T_0$ that agrees with the trap distribution found independently.

## Table of computed values

```
T = 360 K, T0 = 600 K, beta = T/T0 = 0.600
onset E_1 = 0.80 eV, nu0 = 1.0e+13 1/s
N_t = 1.0e+22, n_H = 1.0e+17, N_d = 1.0e+15 cm^-3
capture ratio q = 20, Lam = 2.00e-04
R = 5.0e-08 cm, D_m = 1.0e-03 cm^2/s
kT = 0.03102 eV, kT0 = 0.05170 eV
nu = 63.167 1/s, omega_c = 3.142e+11 1/s
K = 1.7709, nu*tau = 3.790e+06
tau = 6.000e+04 s = 16.67 h
D(tau), formula = 1.592e-16 cm^2/s
D(tau), ladder = 1.590e-16 cm^2/s
d ln K/d ln beta = 1.6881
E_tau: formula 1.1826 eV, ladder 1.1840 eV
t/tau, N_d/N_d(0): law, ideal ladder, example ladder
    0.1  0.77788  0.77737  0.77715
    1.0  0.36788  0.36783  0.36563
   10.0  0.01867  0.01868  0.01623
local exponent d ln h/d ln t (at h = 1 unless stated):
  ideal, 300 K (T/T0 = 0.5): 0.5001
  ideal, 360 K (T/T0 = 0.6): 0.5994
  ideal, 480 K (T/T0 = 0.8): 0.7819
  example, q = 20: 0.6040
  q = 1, same Lam: 0.7137; at h = 3: 0.8422
  T/T0 = 1.5: 0.9927
  trap depths cut at 5 kT0: 0.9940
  defects made at t_a = tau, t = 0.05-0.10 tau: 0.9863
deep-trap filling at h = 1: q=20 0.0488, q=1 0.6321
scarce H: t/tau_H, survival: ladder, Mittag-Leffler, stretched
    0.0260  0.89627  0.89659  8.941e-01
    1.2064  0.41370  0.41333  3.265e-01
   55.9968  0.04671  0.04659  1.379e-05
depletion term eps: formula 0.01320, radial solution 0.01321
```
